\section*{Time response of nuclear forward scattering: dynamical beats and quadrupole beats, part 2}

A short pulse crosses a slab of resonant nuclei. We seek the delayed forward intensity $I(t)$, the squared modulus of the delayed field $D(t)$, for a quadrupole doublet. A magnetic dipole transition joins a spin-$1/2$ ground state to a spin-$3/2$ excited state, which a field gradient of asymmetry $\eta$ splits into two twofold levels $\hbar\Omega$ apart (Lemma 3).

Assumptions: (1) linear response; (2) incident envelope $\delta(t)$; (3) identical nuclei at rest apart from the recoilless fraction, no relaxation or frequency spread, total decay rate $\gamma=1/\tau$; (4) only the forward wave, with constant electronic absorption and refraction divided out and their interference with nuclear absorption neglected; (5) equal gradient strength and $\eta$ everywhere, no magnetic field, equally populated ground states; (6) each ray crosses many small, randomly oriented grains, each changing the wave little, so exponents add and may be averaged; isotropic recoilless fraction.

Time $t$ runs from the pulse's arrival at each depth. The detuning from the carrier $\omega_0$ is $\Delta=\omega-\omega_0$, frequency factors are $e^{-i\Delta t}$, inverse transforms integrate over $d\Delta/2\pi$, and $p=\gamma/2-i\Delta$. The resonant thickness $T$ is a pure number; $b=T\gamma/4$ is a rate. A single line transmits the amplitude
\begin{equation}
R(\Delta)=\exp\!\left[-\frac{b}{\gamma/2-i\Delta}\right],\qquad |R(0)|^2=e^{-T}.
\label{eq:R}
\end{equation}
Its delayed field is $-e^{-\gamma t/2}\sqrt{b/t}\,J_1(2\sqrt{bt})$, or, with $q=m-1$,
\begin{align}
D(t)&=e^{-\gamma t/2}\sum_{m=1}^\infty\frac{(-b)^m t^{m-1}}{m!\,(m-1)!}\nonumber\\
&=-b\,e^{-\gamma t/2}\sum_{q=0}^\infty\frac{(-bt)^q}{q!\,(q+1)!}.
\label{eq:series}
\end{align}
Its intensity obeys
\begin{align}
\ln\frac{I(t)}{I(0^+)}&=-\gamma t-bt-\frac{(bt)^2}{12}-\frac{(bt)^3}{72}+O\big((bt)^4\big),
\label{eq:short}\\
I(t_k)&=0\quad\text{at}\quad t_k=\frac{j_{1,k}^2}{4b}=\frac{j_{1,k}^2\,\tau}{T},
\label{eq:zeros}
\end{align}
where $j_{1,k}$ is the $k$th positive zero of $J_1$. These zeros belong to the dynamical beats.

Inside the slab, at fractional depth $\zeta$, the field envelope $E$ and nuclear amplitude $P$ (a unit $\delta$ pulse creates $P=1$) obey
\begin{equation}
\frac{\partial E}{\partial\zeta}=-bP,\qquad
\frac{\partial P}{\partial t}=-\frac\gamma2P+E .
\label{eq:mb}
\end{equation}

In the example $\tau=100$ ns, $T=20$, $b=0.05$ ns$^{-1}$ and $t_1=73.41$ ns.

\subsection*{Lemma 4: equal weights in a powder}

After averaging over orientation, both lines scatter without changing the polarization, and each carries half of the strength of the undivided line, for every $\eta$.

\paragraph{Proof.} Let $M_j$ be the Cartesian components of the transition operator and $d$ one of the two excited levels. Coherent forward scattering leaves the nucleus in its initial state. The scattering from magnetic polarization $j$ to $i$ is therefore governed by
\begin{equation}
W^{(d)}_{ij}=\sum_{g}\sum_{e\in d}\langle g|M_i^\dagger|e\rangle\langle e|M_j|g\rangle .
\end{equation}
Its average over all orientations is unchanged by any rotation, so it is a multiple of the unit tensor. Rotation preserves the trace, and the average is $\frac13\mathrm{tr}\,W^{(d)}$ times the unit tensor. This excludes polarization mixing.

For the trace use spherical components $M_q$, whose matrix elements are Clebsch--Gordan coefficients up to a common factor, here set to one. Orthonormality of these coefficients gives
\begin{equation}
\sum_{g,q}\langle e|M_q|g\rangle\langle g|M_q^\dagger|e'\rangle=\delta_{ee'}
\end{equation}
in the basis of $m$ states. The operator on the left is thus the unit operator of the spin-$3/2$ space, and every normalized excited state contributes 1, whatever mixture $\eta$ produces. Each level has two states and trace 2. The weights are equal. $\square$

\paragraph{Remark.} The average over grains is needed. Take $\eta=0$ and a crystal with its axis along the beam. The transverse field then excites only $q=\pm1$. The squared coefficients are 1 for the states $m=\pm3/2$ and $1/3$ for $m=\pm1/2$, so the lines have the ratio $3:1$. Diagonalization with $\eta=0.3$ and numerical averaging over orientations confirm the powder weight of one half.

\subsection*{Theorem 2: response of the doublet}

Place $\omega_0$ midway between the lines, which then lie at $\Delta=\pm\Omega/2$. Under assumptions 1--6 the transmission is
\begin{equation}
R=\exp\!\left[-\frac b2\left(\frac1{p+i\Omega/2}+\frac1{p-i\Omega/2}\right)\right].
\label{eq:R2}
\end{equation}

(a) For $bt\ll1$,
\begin{equation}
I(t)\simeq b^2e^{-\gamma t}\cos^2\frac{\Omega t}2 .
\label{eq:thin}
\end{equation}

(b) For $\Omega\gg b$ and $\Omega\gg\gamma$, to leading order in the envelope,
\begin{equation}
I(t)\simeq\frac{2b}{t}\,e^{-\gamma t}J_1^2\!\left(\sqrt{2bt}\right)\cos^2\!\left(\frac{\Omega t}2+\frac b{2\Omega}\right).
\label{eq:main}
\end{equation}

(c) The intensity starts with the decay rate $\gamma+b$, as for a single line of thickness $T$. The envelope of the quantum beats in (\ref{eq:main}) starts with the smaller rate
\begin{equation}
\gamma+\frac b2=\frac1\tau\left(1+\frac T8\right),
\end{equation}
and its first zero is at $2j_{1,1}^2\tau/T$, twice as late as for the single line.

\paragraph{Proof of the transmission and of (a).} By Lemma 4 each line contributes an exponent of the single-line form with strength $b/2$. For the line at $\Delta=+\Omega/2$ the denominator is $\gamma/2-i(\Delta-\Omega/2)=p+i\Omega/2$; the other sign belongs to the other line. This gives (\ref{eq:R2}).

The first-order term of the exponential transforms to
\begin{equation}
-\frac b2e^{-\gamma t/2}\left(e^{-i\Omega t/2}+e^{i\Omega t/2}\right)=-b\,e^{-\gamma t/2}\cos\frac{\Omega t}2 .
\end{equation}
The term of order $m$ is $1/m!$ times the $m$-fold convolution of this function with itself. Since $|\cos|\le1$, its size is at most $b^mt^{m-1}e^{-\gamma t/2}/[m!\,(m-1)!]$. Relative to $b\,e^{-\gamma t/2}$ the second order is at most $bt/2$, and higher orders carry higher powers of $bt$. Squaring the first-order field gives (\ref{eq:thin}). The correction is small relative to the envelope; near a zero of the cosine it need not be small relative to the intensity itself. $\square$

\paragraph{Proof of (b).} Put $s=-i\Delta$. The inverse transform becomes an integral along the imaginary axis,
\begin{equation}
D(t)=\frac1{2\pi i}\int_{-i\infty}^{i\infty}ds\,e^{st}(R-1),\qquad p=s+\frac\gamma2 .
\end{equation}
For $t>0$ the path can be closed in the left half-plane, because $R-1$ vanishes at large $|s|$. It can then be contracted to two small circles around the singular points $s=-\gamma/2\mp i\Omega/2$, one for each line.

Near the line at $\Delta=+\Omega/2$ write $s=-\gamma/2-i\Omega/2+u$. Then $p+i\Omega/2=u$ and $p-i\Omega/2=u-i\Omega$. The subtracted 1 has no singularity and drops out. The contribution of this line is
\begin{align}
D_+(t)&=e^{-\gamma t/2-i\Omega t/2}\,\mathcal A(t),\nonumber\\
\mathcal A(t)&=\oint\frac{du}{2\pi i}\exp\!\left[ut-\frac b{2u}-\frac b{2(u-i\Omega)}\right],
\label{eq:A}
\end{align}
with $|u|<\Omega$ on the circle. The other line gives the complex conjugate, since reversing the sign of $\Omega$ and reflecting $u$ in the real axis conjugates the integral. Therefore $D=2\,\mathrm{Re}\,D_+$, so far without approximation.

The last term in (\ref{eq:A}) is the influence of the other line. Since $u-i\Omega=-i\Omega(1+iu/\Omega)$,
\begin{equation}
\frac1{u-i\Omega}=\frac i\Omega\left(1-\frac{iu}\Omega-\frac{u^2}{\Omega^2}+\dots\right)
=\frac i\Omega+\frac u{\Omega^2}-\frac{iu^2}{\Omega^3}+\dots
\end{equation}
The circle may be given the radius $b$ for $bt<1/2$ and $\sqrt{b/2t}$ for later times, so that $|u|\le b$. The first term then contributes a phase of size $b/2\Omega$, the second an exponent of at most $b^2/2\Omega^2$, and the third one of at most $b^3/2\Omega^3$. Keeping the first two,
\begin{equation}
\mathcal A(t)\simeq e^{-ib/2\Omega}\oint\frac{du}{2\pi i}\exp\!\left[u(t-t_d)-\frac b{2u}\right],\qquad t_d=\frac b{2\Omega^2}.
\label{eq:delay}
\end{equation}
Expand both exponentials. The integral selects the coefficient of $1/u$, which arises from $u^{m-1}(t-t_d)^{m-1}/(m-1)!$ multiplied by $(-b/2u)^m/m!$. This is the series of a single line with $b$ replaced by $b/2$ and $t$ by $t-t_d$. With
\begin{equation}
h(t)=\sqrt{\frac b{2t}}\,J_1\!\left(\sqrt{2bt}\right)
\end{equation}
the result is $\mathcal A(t)\simeq-e^{-ib/2\Omega}h(t-t_d)$. Dropping the delay, which is of second order in $b/\Omega$ relative to the time scale $1/b$ of the envelope, leaves
\begin{equation}
D(t)\simeq-2e^{-\gamma t/2}h(t)\cos\!\left(\frac{\Omega t}2+\frac b{2\Omega}\right).
\label{eq:D2}
\end{equation}
The square contains $4\cdot b/(2t)=2b/t$, which gives (\ref{eq:main}). $\square$

The condition $\Omega\gg\gamma$ was not used in the expansion. It ensures that several quantum beats fit into the natural lifetime, so that an envelope can be observed.

\paragraph{Proof of (c).} The nuclear equations of the first half now contain one amplitude per line:
\begin{align}
\frac{\partial E}{\partial\zeta}&=-\frac b2(P_++P_-),\nonumber\\
\frac{\partial P_\pm}{\partial t}&=-\left(\frac\gamma2\pm\frac{i\Omega}2\right)P_\pm+E .
\end{align}
Just after the pulse $P_\pm=1$ everywhere, so the delayed field at depth $\zeta$ is $-b\zeta$. In the sum of the two rates the terms $\pm i\Omega/2$ cancel:
\begin{equation}
\frac{\partial(P_++P_-)}{\partial t}\bigg|_{0^+}=-\gamma-2b\zeta .
\end{equation}
Integration over depth gives
\begin{equation}
\dot D(0^+)=-\frac b2\int_0^1(-\gamma-2b\zeta)\,d\zeta=\frac b2(\gamma+b),\qquad D(0^+)=-b .
\end{equation}
Thus $-2\dot D/D=\gamma+b$ for the intensity.

The envelope is $e^{-\gamma t}h^2$. By the single-line expansion with $b/2$ in place of $b$, its initial rate is $\gamma+b/2$. Its first zero is where $\sqrt{2bt}=j_{1,1}$, or $t=j_{1,1}^2/(2b)=2j_{1,1}^2\tau/T$. $\square$

\paragraph{Remark: where the other half of the speed-up is.} In (\ref{eq:main}) the squared cosine also changes at $t=0$. Its logarithmic decay rate there is
\begin{equation}
-\frac{d}{dt}\ln\cos^2\!\left(\frac{\Omega t}2+\frac b{2\Omega}\right)\bigg|_{t=0}=\Omega\tan\frac b{2\Omega}\simeq\frac b2 .
\end{equation}
Added to the envelope rate $\gamma+b/2$ it restores $\gamma+b$. The fall of the cosine adds about $\Omega^2t/2$ to the rate, so the true initial slope can be seen only for $t\ll2(\gamma+b)/\Omega^2$. In the example below this time is 1.3 ns, and by then the rate has roughly doubled. Away from the zeros of the envelope, the tops of successive quantum beats lie close to it, and its form is set by the thickness $T/2$ of each line. The envelope decays at the rate $\gamma+b/2$ only as long as $bt\ll1$; later it falls more steeply towards its first zero. In the example below the first top after the start comes near 20 ns, where $bt\approx1$, so the tops already fall faster than this initial rate.

\subsection*{The numbers for the doublet}

A splitting of 200 neV corresponds to $\Omega=0.30385$ rad/ns, and $b/\Omega=0.165$. The lines are well separated in the sense of the theorem. The period of the quantum beats is
\begin{equation}
\frac{2\pi}\Omega=20.68\ \mathrm{ns}.
\end{equation}
The first minimum of a thin slab lies at half of this, 10.339 ns. In the thick slab the cosine in (\ref{eq:main}) vanishes when $\Omega t=\pi-b/\Omega$, hence at
\begin{equation}
t=\frac\pi\Omega-\frac b{\Omega^2}=(10.3392-0.5416)\ \mathrm{ns}=9.7976\ \mathrm{ns}\approx9.798\ \mathrm{ns}.
\end{equation}
Fourier inversion of (\ref{eq:R2}) gives the same 9.798 ns. The phase $b/2\Omega=0.082$ rad is refraction: at the resonance of one line, the other has a small but nonzero dispersive response. Its sign is opposite for the two lines, so it moves the beats instead of cancelling from the intensity. A splitting derived from the position of the first minimum with the thin-slab formula would be 5.5\% too large here; the spacing of successive quantum-beat minima is free of this shift to the order kept here. The zero of the envelope adds a minimum of its own, which must not be counted among them.

The envelope starts with the rate $0.01+0.025=0.035$ ns$^{-1}$, against 0.06 ns$^{-1}$ for the initial slope. Its first zero is predicted at $2\times73.41=146.82$ ns. Numerical evaluation of (\ref{eq:A}), with the constant phase $-b/2\Omega$ removed, puts the zero of the real part at 147.09 ns; the imaginary part left there is negligible. The difference is the delay $t_d=0.27$ ns of (\ref{eq:delay}), which the leading formula omits.

Some values of $I(t)/I(0^+)$ show both kinds of beat:

\begin{center}
\begin{tabular}{rccc}
$t$ (ns) & single line & doublet, Fourier & doublet, (\ref{eq:main})\\
10 & $5.4\times10^{-1}$ & $6.63\times10^{-4}$ & $6.62\times10^{-4}$\\
20 & $2.7\times10^{-1}$ & $4.89\times10^{-1}$ & $4.85\times10^{-1}$\\
80 & $4.9\times10^{-4}$ & $3.26\times10^{-2}$ & $3.22\times10^{-2}$\\
150 & $3.5\times10^{-3}$ & $5.5\times10^{-6}$ & $6.6\times10^{-6}$
\end{tabular}
\end{center}

At 10 ns the doublet is close to a quantum-beat minimum. At 80 ns the single line is close to its dynamical minimum, while the doublet, with half the thickness per line, is not. At 150 ns the roles are exchanged. There the leading formula is 20\% too high relative to the Fourier value. The reason is again the delay: near its zero the envelope intensity grows as the square of the distance from it, and that distance is 3.18 ns in the formula but 2.91 ns in fact. The squared ratio, 1.19, accounts for nearly all of the discrepancy.

Away from zeros the formula is much better. At $t=0^+$ its field has the magnitude $b\cos(b/2\Omega)$ instead of $b$, an error of $b^2/8\Omega^2=0.0034$ relative to $b$. The largest error found between 1 and 400 ns is 0.0033 on the same scale. Doubling $\Omega$ reduces it by a factor of 4.1, in keeping with the inverse square. The remaining values are in the numerical output.

\subsection*{Where the doublet formula fails}

When $b$ is comparable with $\Omega$, the expansion in $u/\Omega$ loses its justification. Equation (\ref{eq:R2}) still holds and can be inverted numerically. In the limit $\Omega\to0$ it becomes the single line with the full thickness $T$, a limit that (\ref{eq:main}) does not contain.

Unequal weights, as in an oriented crystal, give the two lines different envelopes. Their fields then cannot cancel completely at a quantum-beat minimum unless the envelopes happen to be equal in magnitude there. Such a crystal may also mix polarizations, and the scalar exponent must then be replaced by a matrix. A spread of field gradients makes $\Omega$ differ between nuclei; the two poles in (\ref{eq:R2}) are then replaced by an average over the distribution, and the quantum beats are damped faster than (\ref{eq:main}) predicts. For a distribution of finite variance the initial rate $\gamma+b$ is unchanged. For a Lorentzian distribution the formulas keep their form, with $b$ unchanged and $\gamma$ increased by the half-width of the distribution of $\Omega$.

\section*{Numbers as computed}
\begin{verbatim}
natural lifetime: 100.0 ns
optical thickness T: 20.0 (dimensionless)
quadrupole splitting: 200.0 neV
natural width: 6.582 neV
coupling rate b: 0.0500 1/ns
splitting Omega: 0.30385 rad/ns
ratio b/Omega: 0.1646 (dimensionless)
initial decay rate, single line: 0.0600 1/ns
initial decay rate, doublet: 0.0600 1/ns
initial apparent lifetime: 16.67 ns
beat-envelope initial rate: 0.0350 1/ns
envelope excess rate, contour, 2 to 6 ns: 0.02540 1/ns
short-time test at: 10.0 ns
log intensity ratio there, Fourier: -0.62276 (dimensionless)
log intensity ratio there, series: -0.62083 (dimensionless)
first zero of J1: 3.83171 (dimensionless)
single-line zero 1, formula: 73.41 ns
single-line zero 1, Fourier: 73.41 ns
single-line zero 2, formula: 246.09 ns
doublet envelope zero, formula: 146.82 ns
doublet envelope zero, contour: 147.09 ns
quantum-beat period: 20.678 ns
phase shift b/(2 Omega): 0.08228 rad
phase shift at 50 ns, contour: 0.08214 rad
first beat zero, thin limit: 10.339 ns
first beat zero, thick formula: 9.798 ns
first beat zero, Fourier: 9.798 ns
group delay b/(2 Omega^2): 0.271 ns
powder weight of lower line: 0.5000 (dimensionless)
axial-crystal line ratio: 3.0000 (dimensionless)
resonant transmission for T=2, from time response: 0.135335
single-line max field error / b: 9.5e-11
doublet max field error / b: 0.00327
error reduction on doubling Omega: 4.143
intensity / I(0+): t in ns, natural, single, doublet Fourier, doublet formula
   5 ns  0.95123  7.368e-01  3.746e-01  3.719e-01
  10 ns  0.90484  5.365e-01  6.628e-04  6.624e-04
  20 ns  0.81873  2.723e-01  4.888e-01  4.852e-01
  40 ns  0.67032  5.368e-02  2.214e-01  2.196e-01
  80 ns  0.44933  4.900e-04  3.257e-02  3.220e-02
 100 ns  0.36788  3.674e-03  9.401e-03  9.264e-03
 150 ns  0.22313  3.492e-03  5.489e-06  6.599e-06
 200 ns  0.13534  5.508e-04  4.569e-04  4.595e-04
\end{verbatim}
